# Density and Temperature Filters in a Weakly Modulated Global Plasma Model

## The situation

An inductively coupled etch reactor runs at steady power, and the absorbed power is then given a small ripple. How much of the ripple appears in the electron density, and how much in the electron temperature? The question matters because ion flux to the wafer is proportional to density and varies only as the square root of temperature, while excitation and ionization depend steeply on temperature.

Power sets the rate at which electrons must dispose of energy. They can do so by being more numerous or by being hotter. Density changes only as fast as ionization and wall loss allow; temperature can change much sooner. The ripple is therefore divided between the two according to its frequency.

## The balances

Let $n$ be the electron density, $T$ the electron temperature in energy units, $P$ the absorbed power and $V$ the plasma volume. The plasma contains electrons and one species of positive ion, has uniform $T$, and keeps a fixed density profile. Each electron ionizes at rate $\nu_i(T)$ and is lost to the walls at rate $\nu_L(T)$:

$$\frac{dn}{dt}=n\,[\nu_i(T)-\nu_L(T)].\tag{1}$$

The electron thermal energy per volume is $3nT/2$. If $\Lambda(T)$ is the energy lost per electron per time,

$$\frac{d}{dt}\left(\frac32 nT\right)=\frac PV-n\Lambda(T).\tag{2}$$

Four channels contribute to the loss:

$$\Lambda=E_i\nu_i+E_x\nu_x+\frac{3m}{M}T\nu_{el}+\varepsilon_w\nu_L .\tag{3}$$

Here $E_i,E_x$ are the ionization and excitation energies, $\nu_x,\nu_{el}$ the excitation and elastic collision rates, and $m,M$ the electron and atom masses. The elastic term is the mean energy $3T/2$ times the mean fraction $2m/M$ transferred per collision, with $\nu_{el}$ independent of electron energy and the gas much colder than the electrons.

The wall energy $\varepsilon_w$ per electron–ion pair has three parts.

- Electrons reaching the wall carry $2T$ on average: weighting a Maxwellian by the normal velocity gives $T$ for the normal motion, and each transverse direction gives $T/2$.
- Ions enter the sheath at the Bohm speed $u_B=\sqrt{T/M}$, with energy $T/2$.
- Ions gain $e\phi$ in the floating sheath.

The potential $\phi$ follows from equal electron and ion fluxes at the wall, with $n_s$ the density at the sheath edge:

$$\frac{n_s}{4}\sqrt{\frac{8T}{\pi m}}\,e^{-e\phi/T}=n_s\sqrt{\frac TM}
\;\Rightarrow\; e\phi=\frac T2\ln\frac{M}{2\pi m}.$$

Adding the parts,

$$\varepsilon_w=T\left[\frac52+\frac12\ln\frac{M}{2\pi m}\right].\tag{4}$$

## Neglecting thermal storage

The approximation replaces the left side of (2) by zero:

$$P=Vn\Lambda(T).\tag{5}$$

Temperature is then no longer an independent dynamical variable. At each instant it takes the value that lets the electrons present dispose of the absorbed power.

In the steady state, (1) requires

$$\nu_i(T_0)=\nu_L(T_0)\equiv\nu_0,\tag{6}$$

which contains no power. Gas density and geometry fix $T_0$, and (5) then gives $n_0=P_0/(V\Lambda_0)$ with $\Lambda_0=\Lambda(T_0)$. A permanent increase of power thus raises the density in proportion and leaves the temperature unchanged. This is why the temperature response vanishes at zero frequency.

## Linearization

Write

$$P=P_0(1+p),\qquad n=n_0(1+\eta),\qquad T=T_0(1+\theta),$$

with $p,\eta,\theta$ small, and define two slopes at $T_0$:

$$a=\frac{d(\nu_i-\nu_L)}{d\ln T},\qquad b=\frac{d\ln\Lambda}{d\ln T}.\tag{7}$$

The first is a rate, the second a number. Both are assumed positive.

The bracket in (1) vanishes at $T_0$, so to first order it equals $a\theta$. The factor $n$ in front may then be replaced by $n_0$, since $\eta\theta$ is of second order. Hence

$$\frac{d\eta}{dt}=a\theta.\tag{8}$$

Equation (5) becomes

$$P_0(1+p)=Vn_0\Lambda_0(1+\eta)(1+b\theta).$$

Dividing by $P_0=Vn_0\Lambda_0$ and dropping $\eta\theta$ gives

$$p=\eta+b\theta.\tag{9}$$

This is the sharing rule: whatever part of the power change is not taken up by density must be taken up by temperature.

Solve (9) for $\theta=(p-\eta)/b$ and insert it in (8):

$$\tau\frac{d\eta}{dt}+\eta=p,\qquad \tau=\frac ba.\tag{10}$$

For a ripple proportional to $e^{i\omega t}$, the derivative becomes $i\omega$, so that

$$\boxed{\frac{\eta}{p}=\frac{1}{1+i\omega\tau}}\tag{11}$$

and, from (9),

$$\frac\theta p=\frac1b\left(1-\frac1{1+i\omega\tau}\right)$$

$$\boxed{\frac\theta p=\frac1b\,\frac{i\omega\tau}{1+i\omega\tau}}\tag{12}$$

Density is a first-order low-pass filter and temperature a first-order high-pass filter, with the same corner $\omega=1/\tau$.

## Reading the two filters

For $\omega\tau\ll1$, density follows power, $\eta\approx p$, and $\theta\approx i\omega p/a$: temperature responds to the time derivative of the power. It rises just enough to produce the extra electrons needed.

For $\omega\tau\gg1$, $\eta\approx p/(i\omega\tau)$: density integrates the ripple and has little time to change. Temperature takes nearly all of the ripple, $\theta\approx p/b$. A large $b$ means that losses rise steeply with temperature, so a small temperature change suffices.

Density lags power by $\arctan\omega\tau$, and temperature leads it by $90^\circ-\arctan\omega\tau$. The two are therefore a quarter period apart at every frequency, as (8) already requires. Their magnitudes satisfy

$$|\eta|^2+b^2|\theta|^2=\frac{1+\omega^2\tau^2}{1+\omega^2\tau^2}|p|^2=|p|^2 .$$

A small power step $p$ at $t=0$ shows the same sharing in time. Density cannot jump, so (10) gives

$$\eta=p(1-e^{-t/\tau}),\qquad \theta=\frac pb e^{-t/\tau}.$$

Temperature jumps at once, then returns to its old value as density builds up.

The signs of $a$ and $b$ matter. If $b>0$ but $a<0$, the free solution $e^{-at/b}$ grows: a chance density excess cools the electrons, cooling then favours ionization over loss, and the excess increases. The steady state is unstable and has no filter response.

## What sets the corner

Take Arrhenius rates, $\nu_i\propto e^{-E_i/T}$ and $\nu_x\propto e^{-E_x/T}$, and a wall loss $\nu_L\propto T^q$. Since $d(-E/T)/d\ln T=E/T$,

$$a=\nu_0\left(\frac{E_i}{T_0}-q\right).\tag{13}$$

Let $w_i,w_x,w_{el},w_w$ be the shares of the four terms of (3) in $\Lambda_0$. The logarithmic slope of a sum is the average of the slopes, weighted by the shares. With constant $\nu_{el}$ the elastic term is proportional to $T$, and the wall term to $T^{1+q}$, so

$$b=w_i\frac{E_i}{T_0}+w_x\frac{E_x}{T_0}+w_{el}+w_w(1+q).\tag{14}$$

Every term is positive for $q\ge0$, so $b>0$; and $a>0$ when $qT_0<E_i$. Loss at the Bohm speed has $q=1/2$.

The response time is therefore

$$\tau=\frac{1}{\nu_0}\,\frac{b}{E_i/T_0-q},$$

which in general differs from the particle loss time $1/\nu_0$. Two limiting cases at fixed $T_0$ show how much the main loss channel matters. If ionization took all the energy, $b=E_i/T_0$ and $\tau\nu_0=1/(1-qT_0/E_i)$, slightly above one when $0<qT_0\ll E_i$. If the wall took all of it, $b=1+q$ and $\tau\nu_0=(1+q)/(E_i/T_0-q)$, which is small when $E_i\gg T_0$. In the second case a power change must move the temperature a long way before the losses match it, and ionization then reacts strongly. Both limits describe the storage-free $\tau$ only. With a single channel $\Lambda_0$ is small, and the storage time $s$ of the next section is not negligible: at the $T_0$ of the example below, $s/\tau$ is 0.20 for ionization alone and 0.89 for the wall alone, and (15) puts the density corner at $0.85/\tau$ and $0.63/\tau$.

## Restoring thermal storage

The plateau in (12) cannot continue to arbitrarily high frequency, because heating electrons takes energy and time. Linearizing the left side of (2) gives

$$\frac32n_0T_0\left(\frac{d\eta}{dt}+\frac{d\theta}{dt}\right)=n_0\Lambda_0(p-\eta-b\theta).$$

Divide by $n_0\Lambda_0$ and define the storage time $s=3T_0/(2\Lambda_0)$:

$$s\left(\frac{d\eta}{dt}+\frac{d\theta}{dt}\right)+\eta+b\theta=p.$$

Equation (8) still holds, so $\theta=i\omega\eta/a$. Substitution gives

$$i\omega s\left(1+\frac{i\omega}{a}\right)\eta+\eta+i\omega\frac ba\eta=p,$$

and, collecting powers of $\omega$,

$$\frac\eta p=\frac1{1+i\omega(\tau+s)-\omega^2s/a},\qquad \theta=\frac{i\omega}{a}\eta.\tag{15}$$

Density now falls as $\omega^{-2}$ at the highest frequencies. For the temperature, divide numerator and denominator by $\omega$:

$$\left|\frac\theta p\right|=\frac1a\left[(\tau+s)^2+\left(\frac1\omega-\frac{\omega s}{a}\right)^2\right]^{-1/2}.\tag{16}$$

This is a band-pass response. Its maximum lies where the second square vanishes:

$$\omega_{pk}=\sqrt{\frac as},\qquad \left|\frac\theta p\right|_{pk}=\frac1{a(\tau+s)}=\frac1{b+as}.$$

The response is lower by $\sqrt2$ where the two squares are equal. Multiplying that condition by $\omega a/s$ gives

$$\left|\omega^2-\frac as\right|=D\omega,\qquad D=\frac{b+as}{s},$$

whose positive roots are

$$\omega_\pm=\frac{\pm D+\sqrt{D^2+4a/s}}{2}.$$

Their product is $a/s$ and their difference is $D$. When $s\ll\tau$, the lower edge is close to $1/\tau$ and the upper edge close to $b/s$. The ideal filters (11) and (12) thus require

$$s\ll\tau,\qquad \omega\ll b/s.$$

## A reactor in numbers

Take a cylinder of radius 15 cm and height 10 cm at 10 mTorr and 400 K, absorbing 300 W. The atomic model gas has round parameters: ion mass 40 u, $E_i=16$ eV, $E_x=12$ eV, and rate prefactors $5\times10^{-8}$ and $4\times10^{-8}$ cm³/s for ionization and excitation. The elastic coefficient is $10^{-7}$ cm³/s. The density at the sheath edge is 0.2 of the bulk value on the end faces and 0.1 on the side wall.

Weighting the wall areas with these ratios gives an effective loss area of 377 cm²; the volume is 7069 cm³. Balance (6) gives $T_0=2.33$ eV. There the Bohm speed is $2.37\times10^5$ cm/s, and

$$\nu_0=\frac{377}{7069}\times2.37\times10^5\ \text{s}^{-1}=1.26\times10^4\ \text{s}^{-1}.$$

Each ion pair costs 86.3 eV, of which excitation takes 61.8%, the wall 19.4%, ionization 18.5% and elastic collisions 0.2%. The density is $n_0=2.4\times10^{11}$ cm⁻³.

With $E_i/T_0=6.86$ and $E_x/T_0=5.15$, the slopes are

$$\frac a{\nu_0}=6.86-0.50=6.36,$$

$$b=0.185(6.86)+0.618(5.15)+0.002+0.194(1.5)=4.75.$$

Therefore $\tau=4.75/(8.05\times10^4\ \text{s}^{-1})=59$ µs, and the corner is at $1/(2\pi\tau)=2.7$ kHz.

For a 10% power ripple, the ideal amplitudes are:

- at 0.27 kHz, 9.95% in density and 0.005 eV in temperature;
- at 2.7 kHz, 7.07% and 0.035 eV;
- at 27 kHz, 0.995% and 0.049 eV.

The high-frequency temperature swing looks small, but the relative change of the ionization rate is $(E_i/T_0)\theta=(6.86/4.75)p$, about 14%. Expanding the ionization rate to first order in $\theta$ requires this quantity, not merely $\theta$, to be small.

As a test, the nonlinear storage-free equations were integrated with a 1% ripple at $\omega\tau=0.1$, 0.3, 1, 3 and 10. The fundamental components of density and temperature agreed with (11) and (12) to within 0.1% of the predicted values.

Storage has $s=3.2$ µs, or 5.4% of $\tau$. It moves the density corner from 2.70 to 2.59 kHz. The temperature response peaks at 25 kHz with gain 0.200, against the ideal plateau of 0.211, and its band runs from 2.5 to 251 kHz. The high-pass description therefore serves for about two decades above the corner at most, and fails at the upper edge.

## How weak is weak?

At 50% modulation and $\omega\tau=1$, without storage, the density gain is 0.699 instead of 0.707. The mean density rises by 1.3%, and the second harmonic is 1.6% of the first. The temperature departs much more from linear behaviour: its gain is 6% above (12) and its second harmonic is about 21% of the first, because $T$ depends roughly logarithmically on $P/n$. The departures of the density, however, are small for such a large ripple, for a reason that can be derived.

By (5), the net rate $\nu_i-\nu_L$ can be regarded as a function of $x=\Lambda/\Lambda_0-1$. Near the steady state it is $(x+cx^2)/\tau$, where $c$ measures its curvature. Since $n\Lambda=P/V$, we have $nx=n_0(1+p)-n$, and (1) becomes

$$\tau\frac{dn}{dt}=n_0(1+p)-n+c\,nx^2 .$$

If $c$ and all higher terms of the expansion were zero, this would be linear for any amplitude. Averaging over a period in which $p$ averages to zero gives

$$\langle n\rangle=n_0+c\langle nx^2\rangle .$$

To leading order $x=p-\eta$, with amplitude $0.5\times0.707=0.354$ and mean square 0.0625. The shift of 1.3% then corresponds to $c\approx0.2$. The curvature is modest because ionization and the total energy loss rise with comparable steepness: their logarithmic slopes are 6.86 and 4.75. If the two slopes were equal at every temperature, $\nu_i$ would be exactly proportional to $\Lambda$, and only the weakly varying $\nu_L$ would contribute to $c$.

## When the rates depend on density

The zero of (12) at $\omega=0$ relies on particle balance being independent of $n$. Suppose instead that ionization also varies as $(n/n_0)^\sigma$, as a simple representation of ionization through excited atoms, with the energy cost per ionization kept at $E_i$. Equations (8) and (9) become

$$\frac{d\eta}{dt}=a\theta+\sigma\nu_0\eta,\qquad p=(1+w_i\sigma)\eta+b\theta.$$

At zero frequency the first gives $\theta=-(\sigma\nu_0/a)\eta$. Inserting this in the second,

$$\frac\eta p=\frac1{1+w_i\sigma-\sigma\nu_0\tau},\qquad
\frac\theta p=-\frac{\sigma\nu_0}{a}\frac\eta p .$$

For $\sigma=0.1$ the static density gain is 1.06 and the static temperature gain is $-0.017$. The latter is 8% of the ideal plateau. It equals the ideal magnitude $\omega\tau/b$ at $\omega\tau\approx0.08$, about 0.2 kHz; near and below that frequency, the high-pass law no longer describes the temperature. The error fades only gradually above it: counting amplitude and phase, it is still 25% at $\omega\tau=0.3$ and 6% at $\omega\tau=1$.

Gas heating also gives the temperature a static response, but of the opposite sign. At fixed edge ratios, a change $\delta\ln n_g$ of gas density alters the ionization rate by $\nu_0\,\delta\ln n_g$, which must be balanced by $a\theta$. Thus

$$\frac{d\ln T_0}{d\ln n_g}=-\frac{\nu_0}{a}=-0.157 .$$

If slow heating thins the gas by 1% and the edge ratios stay fixed, the electron temperature rises by 0.16%. In a reactor the edge ratios increase as the gas thins, which raises the wall loss and makes the temperature rise larger.

## Beside a real reactor

Inductive etch reactors work roughly at a few to tens of mTorr and hundreds of watts to a few kilowatts, with electron temperatures of a few eV and densities around $10^{10}$ to $10^{12}$ cm⁻³. The example lies within these rough ranges. Its rate coefficients and edge ratios are chosen values, and pulsing that switches the power fully on and off lies outside the linear theory. Many etch gases also form negative ions; their balance would add another response time, whose effect is not estimated here.

The model lets wall loss follow temperature instantly, yet ions need time to reach the wall. At the Bohm speed an ion would cross half the height in 21 µs, about a third of $\tau$. Ions in the bulk move more slowly than this: the mean time an ion spends in the plasma is $1/\nu_0=79$ µs, longer than $\tau$. To gauge the sensitivity, hold $T_0$ and $\nu_0$ fixed and change $q$. A loss rate that does not respond to temperature, $q=0$, gives $\tau=54$ µs. Loss by diffusion with a coefficient proportional to $T$, $q=1$, gives 65 µs. The corner moves by about 10% either way, and $1/b$ by 2%. A delayed loss would also alter the shape of the response, which these two values do not describe.

A reactor's generator does not fix the absorbed power exactly. If the absorbed fraction varies as $n^\kappa$, a generator ripple $p_g$ gives $p=p_g+\kappa\eta$, and (10) becomes

$$\tau\frac{d\eta}{dt}+(1-\kappa)\eta=p_g .$$

For $\kappa<1$ the static gain is $1/(1-\kappa)$ and the corner is $(1-\kappa)/\tau$; $\kappa=0.1$ lowers the corner by 10%.

The Maxwellian form of the energetic tail is a doubtful assumption. In Gaussian units, an electron of speed $v$ passing a resting one at distance $\rho$ gives it the momentum

$$\int_{-\infty}^{\infty}\frac{e^2\rho\,dt}{(\rho^2+v^2t^2)^{3/2}}=\frac{2e^2}{\rho v},$$

hence the energy $2e^4/(m\rho^2v^2)$. Multiplying by $nv\,2\pi\rho\,d\rho$, integrating with $L=\int d\rho/\rho$, and dividing by $mv^2/2$ gives the energy exchange rate

$$\nu_{ee}=\frac{8\pi ne^4L}{m^2v^3}.$$

At 12 eV with $L=10$ this is $4.5\times10^5$ s⁻¹. The mean excitation rate of electrons above 12 eV is $3.5\times10^6$ s⁻¹, nearly eight times larger. Refilling the tail needs an energy change of order $T_0$ rather than the full 12 eV, at a rate of about $\nu_{ee}E_x/T_0=2.3\times10^6$ s⁻¹, which is still below the excitation rate. Electron collisions therefore cannot keep the tail Maxwellian, and the true rates will differ from those assumed. Equations (11) and (12) survive if the distribution adjusts quickly and is fixed by $T$ alone, but $a$ and $b$ must then be slopes of the actual rates. The second condition is not met in this regime: a tail set by $\nu_{ee}\propto n$ competing with inelastic loss fills as the density rises, so the rates at fixed mean energy depend on $n$. This acts like the exponent $\sigma$ above, with a value that need not be small, and gives the temperature a nonzero static response. At the 2.7 kHz corner, $\omega=1.7\times10^4$ s⁻¹ is well below both collision rates. At the 251 kHz upper edge, $\omega=1.6\times10^6$ s⁻¹ exceeds $\nu_{ee}$, so that edge is a property of this model rather than a reliable prediction for a reactor.

The complete set of values is in the numerical output below.

## Computed results

```
pressure 10 mTorr; gas temperature 400 K
absorbed power 300 W; ion mass 40 u
radius 15 cm; height 10 cm
edge ratios: axial 0.2, radial 0.1
ionization energy 16 eV; excitation 12 eV
ionization rate prefactor 5.0e-08 cm3/s
excitation rate prefactor 4.0e-08 cm3/s
elastic rate coefficient 1.0e-07 cm3/s
gas density 2.414e+14 cm^-3
volume 7068.6 cm3; effective loss area 377.0 cm2
wall energy factor 7.180 (times T)
steady electron temperature 2.3320 eV
steady electron density 2.427e+11 cm^-3
Bohm speed 2.372e+05 cm/s
steady ionization = loss rate 1.265e+04 s^-1
energy loss per ion pair 86.28 eV
energy share, ionization: 18.54 %
energy share, excitation: 61.84 %
energy share, elastic: 0.21 %
energy share, wall: 19.40 %
a = 8.046e+04 s^-1; a/loss rate = 6.361
b = 4.748; high-frequency gain 1/b = 0.2106
tau = 59.00 us; tau times loss rate = 0.746
ideal corner frequency 2.697 kHz
10% power modulation (ideal; then with storage):
w tau 0.1: frequency 0.270 kHz
  density 9.950; 9.946 %
  temperature 0.0049; 0.0049 eV
  ideal phases: n -5.7, T 84.3 deg
w tau 1.0: frequency 2.697 kHz
  density 7.071; 6.919 %
  temperature 0.0347; 0.0340 eV
  ideal phases: n -45.0, T 45.0 deg
w tau 10.0: frequency 26.974 kHz
  density 0.995; 0.948 %
  temperature 0.0489; 0.0466 eV
  ideal phases: n -84.3, T 5.7 deg
storage time s 3.205 us; s/tau 0.0543
density corner with storage 2.585 kHz
temperature peak: 25.22 kHz, gain 0.1998
temperature band: 2.533 to 251.1 kHz
50% modulation at w tau = 1, without storage:
  density gain 0.6993; linear 0.7071
  mean density shift 1.308 %
  second/first density harmonic 1.62 %
ion transit over half height 21.08 us
loss exponent 0: tau 53.59 us, 1/b 0.2150
loss exponent 1: tau 65.35 us, 1/b 0.2064
ionization density exponent 0.1: static T gain -0.0167
  static density gain 1.0594
d ln T0/d ln gas density -0.1572
tail energy exchange 4.51e+05 s^-1 (Coulomb log 10)
tail inelastic rate 3.46e+06 s^-1
```
